**Band filling in CoSi2 and beta-FeSi2**

The program generates both crystals from their symmetry and finds 17 valence electrons per primitive cell for fluorite CoSi2 and 128 for beta-FeSi2; it asserts that the first count is odd and the second even. The bands are those of a model, with two active orbitals per formula unit, hopping energy `t`, local splitting `split` and orbital-mixing angles `tilts`; they are not a first-principles result for either silicide. For the cobalt count, the program asserts that the current response `K` computed from states near the Fermi level agrees with the value from the band energy, and that a full band carries no current. For the iron count, it asserts that the gap in an eight-unit cell is no smaller than `split - 16t`; the output gives 0.893 eV against a bound of 0.8 eV. With equal angles and a splitting of 1.2 eV the bands overlap: the printed −0.1 eV refers to levels renumbered by energy in the eight-unit cell on a coarse mesh, whereas the two original bands overlap by 0.4 eV. The thermal carrier number is asserted to follow the law with half the gap in the exponent, and it rises about 14,000-fold from 300 K to 600 K, while `K` of the metal changes by 5 per cent. The existence of a gap in real beta-FeSi2 is a measured fact that the program does not derive.

## Check in Python

```python
"""
Band filling in silicides: fluorite CoSi2 against beta-FeSi2.

Result under test: a band holds two electrons per primitive cell. An odd
count forces a partly filled band (metal). An even count permits a
semiconductor, but only if a gap lies above the last filled band.

The electron counts use the symmetry of the real crystals. The bands are a
MODEL: two active orbitals per formula unit on an fcc lattice.
  t      hopping energy between neighbouring units (eV)
  split  local splitting of the two orbitals by a distortion (eV)
  tilts  orbital-mixing angle of the splitting on each of eight units
  x,y,z  wave-vector components times half the cubic edge
  K      current response of the electrons to a small common shift q of
         all wave vectors (eV per formula unit)
Lower bands (seven per formula unit) are taken as full.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit

K_B = constants.k / constants.e          # eV per kelvin
t = 0.1
split = 2.4
weak_split = 1.2
q = 0.1
tilts = np.deg2rad(10.0 * np.arange(8))
ATOMIC_NUMBER = {"Fe": 26, "Co": 27, "Si": 14}
CORE = {"Fe": 18, "Co": 18, "Si": 10}


# ---------- crystals: coordinates are integers, hundredths of a cell edge
def wrap(p):
    return tuple(int(c) % 100 for c in p)


def fluorite():
    centring = [(0, 0, 0), (0, 50, 50), (50, 0, 50), (50, 50, 0)]
    basis = [("Co", (0, 0, 0)), ("Si", (25, 25, 25)), ("Si", (75, 75, 75))]
    return {(s, wrap(np.add(p, c))) for s, p in basis for c in centring}


def beta_phase():
    basis = [("Fe", (21, 0, 0)), ("Fe", (50, 31, 19)),
             ("Si", (13, 27, 5)), ("Si", (37, 5, 23))]
    atoms = set()
    for species, (a, b, c) in basis:
        images = [(a, b, c), (-a, 50 - b, 50 + c),
                  (-a, 50 + b, 50 - c), (a, -b, -c)]
        for image in images:
            for sign in (1, -1):
                for centre in ((0, 0, 0), (50, 50, 0)):
                    atoms.add((species,
                               wrap(sign * np.array(image) + centre)))
    return atoms


def primitive_count(atoms, metal):
    """Find all pure translations by trial; return per-cell numbers."""
    metals = sorted(p for s, p in atoms if s == metal)
    translations = 0
    for target in metals:
        shift = np.subtract(target, metals[0])
        moved = {(s, wrap(np.add(p, shift))) for s, p in atoms}
        translations += moved == atoms
    electrons = sum(ATOMIC_NUMBER[s] - CORE[s] for s, _ in atoms)
    assert electrons % translations == 0
    return (len(atoms) // translations, len(metals) // translations,
            electrons // translations)


co_atoms, co_units, co_electrons = primitive_count(fluorite(), "Co")
fe_atoms, fe_units, fe_electrons = primitive_count(beta_phase(), "Fe")
assert (co_atoms, co_units) == (3, 1)
assert (fe_atoms, fe_units) == (24, 8)
assert co_electrons % 2 == 1 and fe_electrons % 2 == 0
LOWER_ELECTRONS = 14
co_active = co_electrons // co_units - LOWER_ELECTRONS
fe_active = fe_electrons // fe_units - LOWER_ELECTRONS

# ---------- undistorted fcc band and the metal
angles = 2 * np.pi * np.arange(80) / 80
x, y, z = np.meshgrid(angles, angles, angles, indexing="ij", sparse=True)
band = -4 * t * (np.cos(x) * np.cos(y) + np.cos(y) * np.cos(z)
                 + np.cos(z) * np.cos(x))
band_min, band_max = band.min(), band.max()
assert abs(band_min + 12 * t) < 1e-12 and abs(band_max - 4 * t) < 1e-12


def velocity(shift):
    return 4 * t * np.sin(x + shift) * (np.cos(y) + np.cos(z))


def metal_response(temperature):
    """Two equal bands, two spins: four states per wave vector."""
    kt = K_B * temperature
    mu = brentq(lambda m: 4 * expit((m - band) / kt).mean() - co_active,
                band_min - 1, band_max + 1)
    f = expit((mu - band) / kt)
    k_surface = 4 * (velocity(0.0) ** 2 * f * (1 - f) / kt).mean()
    band_energy = 4 * (f * band).mean()
    current = 4 * (f * velocity(q)).mean()
    return mu, k_surface, band_energy, current


mu300, k300, energy300, current300 = metal_response(300.0)
mu600, k600, energy600, current600 = metal_response(600.0)
for k_val, energy, current in ((k300, energy300, current300),
                               (k600, energy600, current600)):
    assert abs(k_val / (-2 * energy / 3) - 1) < 5e-3   # finite k mesh
    assert abs(current / (k_val * np.sin(q)) - 1) < 5e-3
assert band_min < mu300 < band_max
assert abs(k600 / k300 - 1) < 0.2
full_band_current = 4 * velocity(q).mean()
assert abs(full_band_current) < 1e-12

# odd count with a split pair in a one-unit cell: still partly filled
levels = np.sort(np.concatenate([(band - split / 2).ravel(),
                                 (band + split / 2).ravel()]))
fermi_split = levels[int(len(levels) * co_active / 4)]
upper_min, upper_max = band_min + split / 2, band_max + split / 2
assert upper_min + 0.01 < fermi_split < upper_max - 0.01

# ---------- eight-unit cell
SITES = list(itertools.product((0, 1), repeat=3))
HALF = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, -1, 0), (0, 1, -1), (-1, 0, 1)]
NEIGHBOURS = HALF + [tuple(-c for c in d) for d in HALF]


def cell_matrices(points, splitting, mixing):
    """Bloch matrix and its x-derivative for 8 units, 2 orbitals each."""
    h = np.zeros((len(points), 16, 16), complex)
    dh = np.zeros_like(h)
    for i, site in enumerate(SITES):
        for d in NEIGHBOURS:
            j = SITES.index(tuple((s + c) % 2 for s, c in zip(site, d)))
            hop = -t * np.exp(1j * (points @ np.array(d)))
            for orbital in (0, 1):
                h[:, 2 * i + orbital, 2 * j + orbital] += hop
                dh[:, 2 * i + orbital, 2 * j + orbital] += (
                    1j * (d[1] + d[2]) * hop)
        c, s = np.cos(mixing[i]), np.sin(mixing[i])
        h[:, 2 * i:2 * i + 2, 2 * i:2 * i + 2] += (
            splitting / 2 * np.array([[c, s], [s, -c]]))
    return h, dh


def cell_mesh(n):
    a = np.pi * np.arange(n) / n
    return np.array(list(itertools.product(a, repeat=3)))


def gap_above(energies, filled):
    return energies[:, filled].min() - energies[:, filled - 1].max()


filled_active = 8 * fe_active // 2
small_mesh = cell_mesh(6)


def uniform_gap(splitting):
    h, _ = cell_matrices(small_mesh, splitting, np.zeros(8))
    return gap_above(np.linalg.eigvalsh(h), filled_active)


gap_uniform = uniform_gap(split)
gap_weak = uniform_gap(weak_split)
assert abs(gap_uniform - (split - 16 * t)) < 1e-10
assert gap_weak < 0
# with no splitting the two bands coincide and are each half full
fermi_even = np.median(band)
assert band_min + 0.01 < fermi_even < band_max - 0.01

h_tilted, _ = cell_matrices(cell_mesh(20), split, tilts)
tilted = np.linalg.eigvalsh(h_tilted)
del h_tilted
gap = gap_above(tilted, filled_active)
assert gap >= split - 16 * t - 1e-10
valence_top = tilted[:, filled_active - 1].max()
conduction_bottom = tilted[:, filled_active].min()
co_filled = 8 * co_active // 2
co_cell_gap = gap_above(tilted, co_filled)

# current of the filled bands after all wave vectors shift by q along x
shifted = cell_mesh(16) + q * np.array([0.0, 1.0, 1.0])
h_shift, dh_shift = cell_matrices(shifted, split, tilts)
_, states = np.linalg.eigh(h_shift)
occupied = states[:, :, :filled_active]
filled_current = 2 * np.sum(occupied.conj() * (dh_shift @ occupied)).real
filled_current /= 8 * len(shifted)
assert abs(filled_current) < 1e-4        # finite k mesh
assert abs(current300) > 100 * abs(filled_current)


# ---------- thermal carriers of the gapped model
def carriers(temperature):
    kt = K_B * temperature
    low, high = tilted[:, :filled_active], tilted[:, filled_active:]
    norm = 2 / (8 * len(tilted))

    def electrons(m):
        return norm * expit((m - high) / kt).sum()

    def holes(m):
        return norm * expit((low - m) / kt).sum()

    mu = brentq(lambda m: np.log(electrons(m) / holes(m)),
                valence_top, conduction_bottom, xtol=1e-13)
    n_c = norm * np.exp((conduction_bottom - high) / kt).sum()
    n_v = norm * np.exp((low - valence_top) / kt).sum()
    formula = np.sqrt(n_c * n_v) * np.exp(-gap / (2 * kt))
    assert abs(electrons(mu) / formula - 1) < 1e-2   # Boltzmann tails
    return electrons(mu), n_c, n_v, mu


n300, nc300, nv300, mu_gap300 = carriers(300.0)
n600, nc600, nv600, mu_gap600 = carriers(600.0)
activation = np.log(n600 / n300) / (1 / (K_B * 300) - 1 / (K_B * 600))
assert n600 > 100 * n300
assert abs(activation - gap / 2) < 0.1   # prefactors also vary with T

# ---------- report
print("CRYSTAL COUNTS, per primitive cell")
print(f"CoSi2: atoms {co_atoms}, formula units {co_units}")
print(f"CoSi2: valence electrons {co_electrons}, "
      f"filled-band equivalent {co_electrons / 2:.1f}")
print(f"beta-FeSi2: atoms {fe_atoms}, formula units {fe_units}")
print(f"beta-FeSi2: valence electrons {fe_electrons}, "
      f"filled-band equivalent {fe_electrons / 2:.1f}")
print(f"Active electrons per formula unit: Co {co_active}, Fe {fe_active}")
print("MODEL INPUTS")
print(f"Hopping t = {t:.2f} eV, splitting = {split:.2f} eV")
print(f"Mixing angles = {np.rad2deg(tilts).round().astype(int)} degrees")
print(f"Wave-vector shift q = {q:.2f} (dimensionless)")
print(f"kT at 300 K = {K_B * 300:.5f} eV")
print("METAL MODEL (Co count, no splitting)")
print(f"Band edges = {band_min:.3f} and {band_max:.3f} eV")
print(f"Chemical potential at 300 K = {mu300:.4f} eV")
print(f"Active band energy at 300 K = {energy300:.4f} eV per unit")
print(f"K from Fermi surface, 300 K = {k300:.4f} eV per unit")
print(f"K from band energy, 300 K = {-2 * energy300 / 3:.4f} eV per unit")
print(f"K from Fermi surface, 600 K = {k600:.4f} eV per unit")
print(f"Current response J(q), 300 K = {current300:.5f} eV per unit")
print("CONTROLS")
print(f"Fe count, no splitting: Fermi level = {fermi_even:.4f} eV")
print(f"Fe count, equal axes, splitting {weak_split:.2f} eV: "
      f"gap = {gap_weak:.3f} eV")
print(f"Fe count, equal axes, splitting {split:.2f} eV: "
      f"gap = {gap_uniform:.3f} eV")
print(f"Co count, one-unit cell, split: Fermi level = {fermi_split:.4f} eV")
print(f"  upper band edges = {upper_min:.3f} and {upper_max:.3f} eV")
print(f"Co count, eight-unit cell: gap = {co_cell_gap:.4f} eV "
      "(negative = overlap)")
print("SEMICONDUCTOR MODEL (Fe count, eight-unit cell)")
print(f"Lower bound on gap = {split - 16 * t:.3f} eV")
print(f"Valence top = {valence_top:.4f} eV")
print(f"Conduction bottom = {conduction_bottom:.4f} eV")
print(f"Computed gap = {gap:.4f} eV")
print(f"Filled-band |J(q)| = {abs(filled_current):.1e} eV per unit")
print(f"Nc, Nv at 300 K = {nc300:.4f}, {nv300:.4f} per unit")
print(f"Chemical potential at 300 K = {mu_gap300:.4f} eV")
print(f"Thermal electrons at 300 K = {n300:.3e} per unit")
print(f"Thermal electrons at 600 K = {n600:.3e} per unit")
print(f"Carrier ratio 600 K / 300 K = {n600 / n300:.3e}")
print(f"Activation energy = {activation:.4f} eV; "
      f"half gap = {gap / 2:.4f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
CRYSTAL COUNTS, per primitive cell
CoSi2: atoms 3, formula units 1
CoSi2: valence electrons 17, filled-band equivalent 8.5
beta-FeSi2: atoms 24, formula units 8
beta-FeSi2: valence electrons 128, filled-band equivalent 64.0
Active electrons per formula unit: Co 3, Fe 2
MODEL INPUTS
Hopping t = 0.10 eV, splitting = 2.40 eV
Mixing angles = [ 0 10 20 30 40 50 60 70] degrees
Wave-vector shift q = 0.10 (dimensionless)
kT at 300 K = 0.02585 eV
METAL MODEL (Co count, no splitting)
Band edges = -1.200 and 0.400 eV
Chemical potential at 300 K = 0.2671 eV
Active band energy at 300 K = -0.3336 eV per unit
K from Fermi surface, 300 K = 0.2224 eV per unit
K from band energy, 300 K = 0.2224 eV per unit
K from Fermi surface, 600 K = 0.2113 eV per unit
Current response J(q), 300 K = 0.02220 eV per unit
CONTROLS
Fe count, no splitting: Fermi level = 0.0915 eV
Fe count, equal axes, splitting 1.20 eV: gap = -0.100 eV
Fe count, equal axes, splitting 2.40 eV: gap = 0.800 eV
Co count, one-unit cell, split: Fermi level = 1.2915 eV
  upper band edges = -0.000 and 1.600 eV
Co count, eight-unit cell: gap = -0.1984 eV (negative = overlap)
SEMICONDUCTOR MODEL (Fe count, eight-unit cell)
Lower bound on gap = 0.800 eV
Valence top = -0.8041 eV
Conduction bottom = 0.0886 eV
Computed gap = 0.8926 eV
Filled-band |J(q)| = 2.4e-18 eV per unit
Nc, Nv at 300 K = 0.0019, 0.0767 per unit
Chemical potential at 300 K = -0.3097 eV
Thermal electrons at 300 K = 3.804e-10 per unit
Thermal electrons at 600 K = 5.425e-06 per unit
Carrier ratio 600 K / 300 K = 1.426e+04
Activation energy = 0.4946 eV; half gap = 0.4463 eV
ALL CHECKS PASSED
```
